\section*{Line displacement from X-ray diffraction order ratios at 32 nm pitch}

\section*{Question}

A grating of parallel resist lines has pitch $p=32$ nm. It is measured in transmission by small-angle X-ray scattering, with the beam at normal incidence. Line $j$ is displaced rigidly across the grating by $u_j$ from its own site $x_j=jp$. The $u_j$ are independent Gaussian variables with zero mean and standard deviation $\sigma$.

The scattering is weak, so that single scattering suffices, and $M$ lines scatter coherently. With the momentum transfer $q$ along $x$ and constant prefactors dropped, the amplitude is
\begin{equation}
A(q)=f(q)\sum_{j=1}^{M}e^{-iq(jp+u_j)},\qquad q_n=\frac{2\pi n}{p},
\label{amp}
\end{equation}
where $f(q)$ is the Fourier transform of the projected thickness of one line and $q_n$ is the position of order $n$. The detector averages over many coherent patches, so intensities are ensemble means.

After subtraction of the diffuse background, the ratio $I_3/I_1$ of the third to the first order is $\rho=0.735$ times its ideal value. The ideal value belongs to undisplaced lines of the same shape.

\section*{Part (a): peak and diffuse intensity}

\textit{Find the mean intensity at any $q$, and separate the sharp peaks from the diffuse scattering.}

\medskip\noindent\textbf{Answer.} The average phase factor of one line is needed first:
\begin{equation}
\langle e^{-iqu}\rangle=\frac{1}{\sigma\sqrt{2\pi}}\int_{-\infty}^{\infty}
\exp\!\left(-\frac{u^2}{2\sigma^2}-iqu\right)du .
\end{equation}
Completing the square in the exponent gives
\begin{equation}
-\frac{u^2}{2\sigma^2}-iqu=-\frac{(u+iq\sigma^2)^2}{2\sigma^2}-\frac{q^2\sigma^2}{2}.
\end{equation}
The integrand is analytic and vanishes at large $|\mathrm{Re}\,u|$, so the path may be shifted by $-iq\sigma^2$. The remaining Gaussian integral is $\sigma\sqrt{2\pi}$, and therefore
\begin{equation}
\langle e^{-iqu}\rangle=e^{-q^2\sigma^2/2}.
\label{char}
\end{equation}

The intensity contains a double sum over lines $j$ and $k$. Terms with $j=k$ equal one. For $j\ne k$ the displacements are independent, so the average factorizes:
\begin{equation}
\langle e^{-iq(u_j-u_k)}\rangle=\langle e^{-iqu_j}\rangle\langle e^{iqu_k}\rangle
=e^{-q^2\sigma^2}\equiv D(q).
\end{equation}
Let $S(q)=\sum_j e^{-iqjp}$ be the sum for a perfect grating. The sum of $e^{-iq(j-k)p}$ over all pairs is $|S|^2$, of which the $M$ equal-index terms contribute $M$. Hence
\begin{align}
\langle|A|^2\rangle&=|f|^2\left[M+D\left(|S|^2-M\right)\right]\nonumber\\
&=|f|^2\left[D\,|S|^2+M(1-D)\right].
\label{split}
\end{align}
The first term has the sharp peaks of the perfect grating, reduced by $D$ but not broadened. The second varies smoothly with $q$ and is the diffuse part. At an order, $q_njp=2\pi nj$, so $S=M$ and
\begin{equation}
\frac{\langle|A(q_n)|^2\rangle}{M^2|f(q_n)|^2}=D_n+\frac{1-D_n}{M},
\qquad D_n=e^{-q_n^2\sigma^2}.
\label{height}
\end{equation}

This result needs displacements measured from fixed sites. If independent spacing errors of variance $s^2$ accumulated instead, the relative displacement of lines $m$ sites apart would have variance $ms^2$. Its pair average, $e^{-q^2ms^2/2}$, would tend to zero with distance for any $q\ne0$, and no peak growing as $M^2$ would survive except the zeroth order at $q=0$.

\section*{Part (b): the displacement deviation}

\textit{Express $\sigma$ through $\rho$ and $p$, and evaluate it.}

\medskip\noindent\textbf{Answer.} Subtracting the diffuse part leaves $I_n\propto|f(q_n)|^2D_n$. The form factors cancel when the observed ratio is divided by the ideal one:
\begin{equation}
\rho=\frac{D_3}{D_1}=e^{-(q_3^2-q_1^2)\sigma^2}.
\end{equation}
The first order is damped too, so the relevant difference is
\begin{equation}
q_3^2-q_1^2=(9-1)\frac{4\pi^2}{p^2}=\frac{32\pi^2}{p^2}.
\end{equation}
Taking the logarithm and the positive root gives
\begin{equation}
\sigma^2=-\frac{p^2\ln\rho}{32\pi^2},\qquad
\sigma=\frac{p}{4\pi}\sqrt{\frac{-\ln\rho}{2}} .
\label{main}
\end{equation}
Since $\rho$ falls monotonically with $\sigma$, the root is unique for $0<\rho<1$. A value $\rho>1$ has no real solution. Possible causes include noise and a wrong ideal ratio. Independent non-Gaussian displacements can give $\rho>1$ only if they span more than $p/4=8$ nm. Their damping is $\langle\cos q(u-u')\rangle$, where $u$ and $u'$ belong to two different lines, and $\cos3x\le\cos x$ for $|x|\le\pi/2$.

For the data, $q_1=0.19635$ nm$^{-1}$, $q_3=0.58905$ nm$^{-1}$ and $-\ln\rho=0.30788$. Thus
\begin{equation}
\sigma^2=\frac{0.30788}{0.30843\ \mathrm{nm}^{-2}}=0.998\ \mathrm{nm}^2,
\qquad \sigma=0.999\ \mathrm{nm}.
\end{equation}
The orders keep fractions $D_1=0.962$ and $D_3=0.707$ of their ideal intensities, and $0.707/0.962$ returns $0.735$. The spacing of two neighbours involves the difference of two independent displacements, so its deviation is larger, $\sqrt2\,\sigma=1.41$ nm.

The fifth order offers a consistency check on data. Its exponent relative to the first order contains $25-1=24=3\times8$, so the model predicts an intensity ratio $I_5/I_1$ of $\rho^3=0.397$ times its ideal value. Agreement would not prove that displacements are the cause. The Gaussian width variation of part (d) gives the same value, and the 1 nm error of mean width in part (e) gives 0.394.

\section*{Part (c): counting error}

\textit{The first order collects $N_1=10^5$ counts. The lines are rectangular and 16 nm wide. Find the counting error of $\sigma$, neglecting background counts.}

\medskip\noindent\textbf{Answer.} A rectangular line of width $w$ has, up to a constant,
\begin{equation}
f(q)=\int_{-w/2}^{w/2}e^{-iqx}\,dx=\frac{2}{q}\sin\frac{qw}{2}.
\label{rect}
\end{equation}
For $w=p/2$ the sines at orders 1 and 3 are $\sin(\pi/2)=1$ and $\sin(3\pi/2)=-1$. The ideal ratio is therefore $(q_1/q_3)^2=1/9$. The observed ratio is $0.735/9=0.08167$, which gives $N_3=8167$ expected counts for the same exposure.

From (\ref{main}), $\ln\rho$ is proportional to $\sigma^2$. Differentiation gives $d\rho/\rho=2\ln\rho\,d\sigma/\sigma$, or
\begin{equation}
\frac{|d\sigma|}{\sigma}=\frac{1}{2|\ln\rho|}\frac{|d\rho|}{\rho}
=1.624\,\frac{|d\rho|}{\rho}.
\label{gain}
\end{equation}
Independent Poisson counts have relative variances $1/N_1$ and $1/N_3$, which add in a ratio to leading order:
\begin{equation}
\frac{\delta\rho}{\rho}=\sqrt{\frac{1}{100000}+\frac{1}{8167}}=0.0115 .
\end{equation}
The error of $\sigma$ is then $0.999\times1.624\times0.0115=0.019$ nm, and the weak third order dominates it. Rounding $\rho$ to three decimals matters much less: a change of $0.0005$ moves $\sigma$ by $0.001$ nm.

The factor in (\ref{gain}) diverges as $\rho\to1$. For nearly perfect gratings the linear error of $\sigma$ loses its meaning, and $\sigma^2$ is the better quantity to report. Near $\rho=1$, a relative ratio error of $0.0115$ gives an error in $\sigma^2$ of $0.0115/0.30843=0.037$ nm$^2$, which corresponds to displacements of about $0.2$ nm.

\section*{Part (d): displacement or width variation?}

\textit{Let the line widths also vary, independently of the displacements, with Gaussian deviation $s_w$. What does the ratio determine? Consider also two edges that move independently.}

\medskip\noindent\textbf{Answer.} Write the width as $w+v$, where $\langle v\rangle=0$ and $\langle v^2\rangle=s_w^2$. Equation (\ref{char}), with $q$ replaced by $-q/2$ and $\sigma$ by $s_w$, gives
\begin{equation}
\left\langle\sin\frac{q(w+v)}{2}\right\rangle
=\mathrm{Im}\left[e^{iqw/2}\langle e^{iqv/2}\rangle\right]
=e^{-q^2s_w^2/8}\sin\frac{qw}{2}.
\end{equation}
The sharp peak is the squared modulus of the mean amplitude. Its damping is therefore
\begin{equation}
\left(e^{-q^2\sigma^2/2}\,e^{-q^2s_w^2/8}\right)^2
=e^{-q^2(\sigma^2+s_w^2/4)} .
\end{equation}
The ratio fixes the sum $\sigma^2+s_w^2/4=0.998$ nm$^2$ and cannot divide it. For $s_w=1.0$ nm, the displacement part is $\sqrt{0.998-0.25}=0.865$ nm.

Now let the left and right edges have independent Gaussian displacements $l$ and $r$, each with deviation $\sigma_e$. The centre moves by $u=(l+r)/2$ and the width changes by $v=r-l$. Their variances are $\sigma_e^2/2$ and $2\sigma_e^2$. Their covariance is $(\langle r^2\rangle-\langle l^2\rangle)/2=0$, so these jointly Gaussian variables are independent. The sum becomes
\begin{equation}
\sigma^2+\frac{s_w^2}{4}=\frac{\sigma_e^2}{2}+\frac{2\sigma_e^2}{4}=\sigma_e^2 .
\end{equation}
In this case the measured $0.999$ nm is the deviation of one edge, while the line centre moves by $0.999/\sqrt2=0.706$ nm.

\section*{Part (e): errors in the assumed grating}

\textit{Hold the observed $I_3/I_1=0.08167$ fixed. Find how $\sigma$ changes, one effect at a time, for (i) a true mean width of 15 nm, (ii) sidewalls $2^\circ$ off vertical on lines 40 nm high, and (iii) alternate lines shifted by $\pm0.5$ nm.}

\medskip\noindent\textbf{Answer.} If an effect multiplies the assumed ideal ratio by $F$, the random damping is $\rho/F$ and
\begin{equation}
\sigma^2=\frac{-\ln\rho+\ln F}{q_3^2-q_1^2}.
\label{correct}
\end{equation}

(i) Put $w=p/2+\epsilon$ in (\ref{rect}). The sines at orders 1 and 3 become $\cos(\pi\epsilon/p)$ and $-\cos(3\pi\epsilon/p)$, so
\begin{equation}
F=\left[\frac{\cos(3\pi\epsilon/p)}{\cos(\pi\epsilon/p)}\right]^2 .
\end{equation}
For $\epsilon=-1$ nm, $F=0.9246$ and (\ref{correct}) gives $\sigma=0.863$ nm. For small $\epsilon$, $-\ln\cos^2z\simeq z^2$, hence $-\ln F\simeq8\pi^2\epsilon^2/p^2$ and $\sigma^2$ falls by $\epsilon^2/4$. The error is quadratic because both sines are at extrema when $w=p/2$. At a general width it has a linear term.

(ii) Let $w$ be the width at half height, held at 16 nm, and let $b=40\tan2^\circ=1.397$ nm be the horizontal run of one sidewall. The projected trapezoid is a box of width $w$ convolved with a unit-area box of width $b$. Its transform is the product
\begin{equation}
f(q)=\frac{2}{q}\sin\frac{qw}{2}\;\frac{\sin(qb/2)}{qb/2}.
\end{equation}
The squared second factor is approximately $e^{-q^2b^2/12}$ for small $qb$, so $\sigma^2$ falls by about $b^2/12=0.163$ nm$^2$. The full factor gives $\sigma=0.914$ nm.

(iii) At integer orders, shifts of $\pm\delta$ in equal numbers give the mean phase factor $(e^{-iq\delta}+e^{iq\delta})/2=\cos q\delta$. Thus $F=[\cos(q_3\delta)/\cos(q_1\delta)]^2$. Since $q_3\delta=6\pi\delta/p$, the choice $\delta=0.5$ nm gives the same $F=0.9246$ as in (i), and again $\sigma=0.863$ nm. The two causes can be told apart at $q_1/2$. There the site phases alternate in sign, so the mean factor is $\pm(e^{-iq_1\delta/2}-e^{iq_1\delta/2})/2=\mp i\sin(q_1\delta/2)$, where the sign depends on which lines are shifted by $+\delta$. Pitch walk therefore produces a half-order peak, which a wrong mean width does not.

\section*{Part (f): remaining approximations}

\textit{Estimate the effects of unsubtracted diffuse scattering, Ewald-sphere curvature and multiple scattering for 17 keV X-rays. Then judge the result for real resist lines.}

\medskip\noindent\textbf{Answer.} Suppose that $0.735$ had been formed from the total intensities at $q_n$, with $M=100$ coherent lines. Equation (\ref{height}) then replaces $D_n$ in the ratio, and numerical root finding gives $\sigma=1.005$ nm. If displacements $m$ sites apart have correlation $0.5^m$, the variance of their difference is $2\sigma^2(1-0.5^m)$. The pair average becomes $\exp[-q^2\sigma^2(1-0.5^m)]$, which exceeds $D$ for near neighbours and adds diffuse intensity at the orders. The same procedure then gives $1.016$ nm.

The wavelength is $\lambda=0.0729$ nm and $k=2\pi/\lambda$. Elastic scattering requires a vertical component $q_z=k-\sqrt{k^2-q^2}$. For vertical walls of height $h=40$ nm this multiplies the intensity by $[\sin(q_zh/2)/(q_zh/2)]^2$. The ratio $I_3/I_1$ changes by a relative $-5\times10^{-4}$, and $\sigma$ becomes $0.998$ nm.

For a rough electron density $n_e=400$ nm$^{-3}$, the optical phase through a line is $\phi=r_e\lambda n_eh=3.3\times10^{-3}$ rad, where $r_e$ is the classical electron radius. This is small, as single scattering requires. In the projection approximation, a rectangular line also gives every nonzero order the same factor $e^{i\phi}-1$, which cancels from the ratio.

The pitch, width, height and photon energy are assumed values. Real edges wander along the line, which breaks the rigid-line assumption. Averaging (\ref{char}) along the line leaves the peak damping unchanged if the local displacement has the same Gaussian distribution everywhere and different lines wander independently, so $\sigma$ then describes local displacement. If the lines wander in unison, only the variation within the coherent length $L$ along the line damps the peak. With an exponential correlation length $\xi$ along the line and a local deviation of $1.0$ nm, the ratio then returns about $0.5$ nm for $L=\xi$ and $0.9$ nm for $L=10\xi$. With independent edges, the local centre deviation is $0.706$ nm. The model result is therefore $\sigma=1.00\pm0.02$ nm, where the error covers counting alone. The 1 nm changes of mean width and of width deviation in parts (e) and (d) each shift $\sigma$ by more than $0.1$ nm. These shifts are quadratic: the counting error is matched by a mean width $0.38$ nm away from $p/2$, by an unmodelled $s_w=0.38$ nm, or by a wall tilt of about $1^\circ$, and it is the main error only below these values. Away from $w=p/2$ the requirement is tighter, since at $w=15$ nm $\sigma$ already moves by $0.26$ nm per nm of error in the assumed width.

Numerical values quoted here were computed with a short program.
